# Second-order rates between polaritons and dark states with local vibrational baths, part 1

(Sections cited here and not found follow in the second part.)

## Vibrational relaxation of molecular polaritons by local baths

Take $N=1000$ identical molecules in a single-mode cavity with a collective Rabi splitting of 100 meV at 300 K. With the parameters chosen in the example below, the second-order rates derived here give a time constant of 125.7 fs for transfer from the upper polariton into the dark states, and 175.6 ps for transfer from a dark state to the lower polariton. If $N$ is raised to $10^6$ at the same splitting, the first time stays at 125.6 fs and the second grows to $1.756\times10^{5}$ ps. At this order both processes emit one vibrational quantum through the same coupling, and the bath supplies nearly the same spectral weight to both (8.76 and 9.32 meV). The difference lies almost entirely in overlap factors and in the number of final states.

### Model and eigenstates

Energies are in meV and $\hbar=1$ in all formulas; a rate quoted in meV is divided by $\hbar$ to give an inverse time. There is one excitation, either in the cavity, $|c\rangle$, or on molecule $n$, $|n\rangle$. The molecules are identical, couple equally to the mode, and the rotating-wave approximation holds (Tavis–Cummings model):

$$H_S=\omega_c|c\rangle\langle c|+\omega_0\sum_{n=1}^N|n\rangle\langle n|+g\sum_{n=1}^N\big(|c\rangle\langle n|+|n\rangle\langle c|\big).\tag{1}$$

Each molecule has its own harmonic bath, $H_B=\sum_{nk}\omega_k b_{nk}^\dagger b_{nk}$, which feels a force only when that molecule is excited:

$$V=\sum_n|n\rangle\langle n|\,B_n,\qquad B_n=\sum_k c_k\,(b_{nk}+b_{nk}^\dagger).\tag{2}$$

The $c_k$ and $\omega_k$ are the same on every site, and the baths start in the thermal state of $H_B$ at inverse temperature $\beta$.

Define the bright state $|B\rangle=N^{-1/2}\sum_n|n\rangle$. Since $\sum_n|n\rangle=\sqrt N|B\rangle$, the coupling in (1) is $g\sqrt N(|c\rangle\langle B|+\text{h.c.})$. Any molecular state orthogonal to $|B\rangle$ is therefore an eigenstate with energy $\omega_0$. These $N-1$ dark states span a space with projector

$$\Pi_D=\sum_n|n\rangle\langle n|-|B\rangle\langle B|,\qquad \langle n|\Pi_D|n\rangle=1-\frac1N.\tag{3}$$

Let $\delta=\omega_c-\omega_0$ and $\Omega=2g\sqrt N$, and measure energies $\varepsilon$ from $\omega_0$. In the basis $(|c\rangle,|B\rangle)$ the remaining block has diagonal elements $\delta$ and $0$ and off-diagonal elements $\Omega/2$. Its secular equation $\varepsilon(\varepsilon-\delta)=\Omega^2/4$ gives

$$\varepsilon_\pm=\tfrac12(\delta\pm\Delta),\qquad \Delta=\sqrt{\delta^2+\Omega^2},\qquad \varepsilon_+\varepsilon_-=-\Omega^2/4,\tag{4}$$

so $\varepsilon_+>0>\varepsilon_-$ and the dark level $\varepsilon_D=0$ lies between the polaritons, whose absolute energies are $\omega_\pm=\omega_0+\varepsilon_\pm$. Write $|\pm\rangle=C_\pm|c\rangle+X_\pm|B\rangle$ with real coefficients. The second row of the eigenvalue equation reads $(\Omega/2)C_\pm=\varepsilon_\pm X_\pm$, and with $C_\pm^2+X_\pm^2=1$ it gives $X_\pm^2=(\Omega^2/4)/(\Omega^2/4+\varepsilon_\pm^2)$. Replacing $\Omega^2/4$ by $-\varepsilon_+\varepsilon_-$ and cancelling the common factor $\varepsilon_\pm$ leaves $X_+^2=-\varepsilon_-/\Delta$ and $X_-^2=\varepsilon_+/\Delta$, that is

$$X_\pm^2=\tfrac12\Big(1\mp\frac{\delta}{\Delta}\Big),\qquad |\langle n|\pm\rangle|^2=\frac{X_\pm^2}{N}.\tag{5}$$

The second equation follows from $\langle n|B\rangle=N^{-1/2}$. The weights (3) and (5) add up to one because $X_+^2+X_-^2=1$.

### Golden rule for a system coupled to many baths

Let the system start in an eigenstate $|\mu\rangle$ and the bath in eigenstate $|i\rangle$ with thermal probability $p_i$. Set $\omega=\varepsilon_\mu-\varepsilon_\nu$, the energy released to the bath, and $v_n=\langle\nu|n\rangle\langle n|\mu\rangle$. To first order in $V$ the amplitude for $|\nu\rangle|f\rangle$, with $\nu\neq\mu$, is

$$a_{fi}(t)=-i\int_0^t dt'\,e^{-i\omega t'}\sum_m v_m\langle f|B_m(t')|i\rangle,\tag{6}$$

where $B_m(t)=e^{iH_Bt}B_me^{-iH_Bt}$. Multiply by the complex conjugate, written with variables $n,t_1$, and sum over $f$ with $\sum_f|f\rangle\langle f|=1$ and over $i$ with weight $p_i$:

$$P_{\mu\to\nu}(t)=\sum_{nm}v_n^*v_m\int_0^t\!dt_1\!\int_0^t\!dt_2\,e^{i\omega(t_1-t_2)}\,C_{nm}(t_1-t_2),\tag{7}$$

with $C_{nm}(\tau)=\langle B_n(\tau)B_m(0)\rangle$, which depends only on the time difference because the thermal state is stationary. For an integrand that depends on $\tau=t_1-t_2$ alone, the square integrates to $\int_{-t}^{t}d\tau\,(t-|\tau|)(\dots)$. Once $t$ exceeds the decay time of $C_{nm}$, the $|\tau|$ term is a constant and the rest grows linearly, $P\simeq kt$, with

$$k(\mu\to\nu)=\sum_{nm}v_n^*v_m\,\Gamma_{nm}(\omega),\qquad \Gamma_{nm}(\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}C_{nm}(\tau).\tag{8}$$

This step needs a window of times long compared with the bath memory and short compared with $1/k$.

Locality enters now. For $n\ne m$ the thermal state factorizes, $C_{nm}=\langle B_n\rangle\langle B_m\rangle=0$, because $\langle b\rangle=0$. Hence $C_{nm}=\delta_{nm}C$, the cross terms in (8) vanish, and

$$k(\mu\to\nu)=\Gamma(\varepsilon_\mu-\varepsilon_\nu)\sum_n|\langle\nu|n\rangle|^2|\langle n|\mu\rangle|^2.\tag{9}$$

The sites contribute probabilities and not amplitudes, since the phonon left behind records on which molecule the scattering took place.

With $b_k(t)=b_ke^{-i\omega_kt}$, $\langle b_kb_k^\dagger\rangle=\bar n_k+1$, $\langle b_k^\dagger b_k\rangle=\bar n_k$, $\bar n(\omega)=1/(e^{\beta\omega}-1)$, and all other pair averages zero,

$$C(\tau)=\sum_kc_k^2\big[(\bar n_k+1)e^{-i\omega_k\tau}+\bar n_ke^{i\omega_k\tau}\big].\tag{10}$$

Define $J(\omega)=\pi\sum_kc_k^2\,\delta(\omega-\omega_k)$, where $\delta(\cdot)$ is the Dirac function. Since $\int d\tau\,e^{i(\omega\mp\omega_k)\tau}=2\pi\delta(\omega\mp\omega_k)$, for $\omega>0$

$$\Gamma(\omega)=2J(\omega)\,[\bar n(\omega)+1],\qquad \Gamma(-\omega)=2J(\omega)\,\bar n(\omega)=e^{-\beta\omega}\,\Gamma(\omega).\tag{11}$$

The factor 2 belongs to this definition of $J$; a definition without the $\pi$ changes it to $2\pi$.

### The overlap sums

Let $|d\rangle$ be any normalized dark state. It has no photon part, so $\sum_n|\langle n|d\rangle|^2=1$. The polariton weight (5) does not depend on $n$ and comes out of the sum in (9):

$$k(d\to-)=\Gamma(-\varepsilon_-)\,\frac{X_-^2}{N}\sum_n|\langle n|d\rangle|^2=\frac{X_-^2}{N}\,\Gamma(\omega_0-\omega_-).\tag{12}$$

The result is the same for every dark state, however localized or spread out. The same argument gives $k(+\to d)=X_+^2\,\Gamma(\varepsilon_+)/N$ for each single dark final state. Summing over an orthonormal dark basis, or using $\sum_d|\langle d|n\rangle|^2=\langle n|\Pi_D|n\rangle$ from (3),

$$k(+\to D)=\Gamma(\varepsilon_+)\sum_n\Big(1-\frac1N\Big)\frac{X_+^2}{N}=\Big(1-\frac1N\Big)X_+^2\,\Gamma(\omega_+-\omega_0).\tag{13}$$

Every state-to-state channel that involves a polariton carries $1/N$. The upper polariton has $N-1$ such channels into the dark space, and a dark state has only one into the lower polariton.

All rates between the three levels $I,F\in\{+,D,-\}$ fit one formula. Let $x_I$ be the exciton weight of a state in level $I$ ($x_\pm=X_\pm^2$, $x_D=1$) and $w_F=\langle n|\Pi_F|n\rangle$ the weight of level $F$ in a site state ($w_\pm=X_\pm^2/N$, $w_D=1-1/N$). Since $w_F$ does not depend on $n$, summing (9) over the final level gives

$$k(I\to F)=x_I\,w_F\,\Gamma(\varepsilon_I-\varepsilon_F).\tag{14}$$

The operator $|n\rangle\langle n|$ localizes the excitation on a molecule, with total probability $x_I$, and the localized state is then resolved into eigenlevels with weights $w_F$. A localized excitation is almost entirely dark. From (14), $k(+\to-)=X_+^2X_-^2\,\Gamma(\Delta)/N$, $k(-\to D)=(1-1/N)X_-^2\,\Gamma(\varepsilon_-)$ and $k(d\to+)=X_+^2\,\Gamma(-\varepsilon_+)/N$; the last two are uphill and vanish at $T=0$.

The statement that (13) is independent of $N$ needs two qualifications. It holds up to the factor $1-1/N$: for $N=1$ there is no dark state, (13) vanishes, and only $k(+\to-)=X_+^2X_-^2\Gamma(\Delta)$ and its uphill reverse $k(-\to+)=X_+^2X_-^2\Gamma(-\Delta)$ survive. It also holds only when $\Omega$ and $\delta$ are kept fixed, which means $g\propto N^{-1/2}$, as when the mode volume grows at constant molecular density. At fixed $g$ the gaps (4) grow with $N$, and $\Gamma$ is sampled at other frequencies.

### Degeneracy of the dark level

The golden rule was applied to single states of a degenerate level, where the basis is arbitrary and coherences between dark states do not dephase under $H_S$. It must be shown that they do not alter the population flow. Start from the Born–Markov equation in the interaction picture,

$$\dot\rho=-\int_0^\infty d\tau\,\mathrm{Tr}_B\,[V(t),[V(t-\tau),\rho\otimes\rho_B]],\tag{15}$$

and split each site projector $S_n=|n\rangle\langle n|$ by released energy:

$$A_n(\omega)=\sum_{\varepsilon_I-\varepsilon_F=\omega}\Pi_F S_n\Pi_I,\qquad S_n(t)=\sum_\omega A_n(\omega)e^{-i\omega t}=\sum_{\omega'}A_n(\omega')^\dagger e^{i\omega't}.\tag{16}$$

The second form holds because $S_n$ is Hermitian. The double commutator has four terms: $V(t)V(t-\tau)\rho\rho_B-V(t-\tau)\rho\rho_BV(t)$ and their Hermitian conjugates. By cyclicity of the bath trace both written terms yield $\delta_{nm}C(\tau)$. Inserting the first form of (16) for $S_n(t-\tau)$ and the second for $S_n(t)$,

$$\dot\rho=\sum_{n,\omega,\omega'}e^{i(\omega'-\omega)t}\gamma(\omega)\big[A_n(\omega)\rho A_n(\omega')^\dagger-A_n(\omega')^\dagger A_n(\omega)\rho\big]+\text{h.c.},\tag{17}$$

with $\gamma(\omega)=\int_0^\infty d\tau\,e^{i\omega\tau}C(\tau)$. From (10), $C(-\tau)=C(\tau)^*$, so $\gamma+\gamma^*=\Gamma$ and $\gamma=\Gamma/2+i\Lambda$ with real $\Lambda$. Terms with $\omega\ne\omega'$ oscillate and average out when the rates are small compared with $|\omega-\omega'|$ (secular approximation). What remains, with $A\equiv A_n(\omega)$, is

$$\dot\rho=\sum_{n,\omega}\Big\{-i\Lambda(\omega)[A^\dagger A,\rho]+\Gamma(\omega)\big(A\rho A^\dagger-\tfrac12\{A^\dagger A,\rho\}\big)\Big\}.\tag{18}$$

For given $F$ and $\omega$ at most one level $I$ satisfies $\varepsilon_I=\varepsilon_F+\omega$, so $\Pi_FA=\Pi_FS_n\Pi_I$. Using $S_n\Pi_FS_n=w_FS_n$ and $\sum_nS_n=1-|c\rangle\langle c|$,

$$\sum_nA^\dagger\Pi_FA=w_F\,\Pi_I\big(1-|c\rangle\langle c|\big)\Pi_I=w_F\,x_I\,\Pi_I.\tag{19}$$

The last step is trivial for the one-dimensional $\Pi_\pm$ and holds for $\Pi_D$ because $\Pi_D|c\rangle=0$. Summing (19) over $F$ shows that $\sum_nA^\dagger A$ is a combination of level projectors. It commutes with every $\Pi_F$, so the $\Lambda$ term only shifts each level as a whole and moves no population. Taking $P_F=\mathrm{Tr}\,\Pi_F\rho$ of (18), the term $A\rho A^\dagger$ gives the gain through (19) and the anticommutator gives the loss:

$$\dot P_F=\sum_{I\ne F}\big[k(I\to F)P_I-k(F\to I)P_F\big],\tag{20}$$

with the rates (14). The $I=F$ terms, which contain $\Gamma(0)$, cancel between gain and loss. The three populations thus form a closed system for any initial density matrix. Within (18), scattering among dark states can be fast compared with the transfer rates without affecting (20); the secular step for the full density matrix assumes that this scattering, like every other rate, is slow compared with the gaps. The populations need less. The steps behind (19) give $\sum_n\Pi_{I'}S_n\Pi_FS_n\Pi_I=w_F\,\Pi_{I'}(1-|c\rangle\langle c|)\Pi_I$, which for $I\ne I'$ is nonzero only for the pair $+,-$. The non-secular terms of (17) therefore connect the populations only to the coherence between the two polaritons, which oscillates at $\Delta$.

The pair of frequencies $\omega=\varepsilon_+$ and $\omega'=-\varepsilon_-$ differs only by $\delta$ and is not secular at small detuning. It is harmless: $A(\omega')^\dagger A(\omega)$ contains $\Pi_-\Pi_D=0$, and $A(\omega)\rho A(\omega')^\dagger$ maps a coherence between $+$ and $D$ onto a coherence between $D$ and $-$, never onto a population. The uphill pair $\omega=-\varepsilon_+$, $\omega'=\varepsilon_-$ also differs only by $\delta$ and is harmless for the same reason: $A(\omega')^\dagger A(\omega)$ contains $\Pi_D\Pi_+=0$, and $A(\omega)\rho A(\omega')^\dagger$ maps a coherence between $D$ and $-$ onto a coherence between $+$ and $D$.

Equation (20) also fixes how the degeneracy enters. The total dark population drains to the lower polariton as $k(d\to-)P_D$, with the rate (12) and no factor $N-1$. The number of final states multiplies a rate; the number of initial states only divides a fixed population among them.

The ratio $w/x$ equals $1/N$ for a polariton and $(N-1)/N$ for the dark level. With (11), equation (14) then gives $k(I\to F)/k(F\to I)=(g_F/g_I)\,e^{\beta(\varepsilon_I-\varepsilon_F)}$, where $g_\pm=1$ and $g_D=N-1$ are degeneracies. The stationary state of (20) is $P_I\propto g_Ie^{-\beta\varepsilon_I}$, and for $N-1>e^{\beta|\varepsilon_-|}$ the dark level holds more population than the lower polariton.

For local baths, the second-order rates between the polaritons and the dark level are now established, and the three level populations obey the closed equation (20) despite the degeneracy of the dark states. What remains is to treat correlated baths and cavity loss, state the conditions of validity, and work through the example and the numerical check.
